# Why Kelvin Resistance Times Area Overestimates Silicide Contact Resistivity

A transistor simulation needs a value for the resistivity of the silicide–silicon interface, and a cross-bridge Kelvin resistor has been measured. The decision is whether to enter the measured resistance times the window area. In the example below that product is $1.6\times10^{-7}\ \Omega\,\mathrm{cm^2}$, while the interface was given $5.0\times10^{-8}\ \Omega\,\mathrm{cm^2}$. For a small contact of $0.01\ \mu\mathrm{m}^2$ carrying uniform current, the simulation would use $1600\ \Omega$ instead of $500\ \Omega$.

The appeal of the product is easy to see. The voltmeter draws no current, so the tap seems to add no voltage drop of its own. But this does not settle which potential the tap reports.

## The structure and its equation

A diffused layer of sheet resistance $R_s$ fills a square body, $0<x<W$ and $0<y<W$. A current arm of width $W$ joins it at $x=0$ and a voltage tap of width $W$ joins it at $y=W$. In the middle is a square contact window of side $L$ and area $A=L^2$, with a border of bare diffusion of width $\delta$, the overlap, on every side. Thus $W=L+2\delta$.

Current $I$ enters through the arm, rises through the window into the metal, and leaves. The metal is an equipotential, taken as $V=0$. The contact is ohmic: the current density through it is $V/\rho_c$, where $V(x,y)$ is the layer potential and $\rho_c$ the contact resistivity. The layer is treated as thin, and its outer edges are insulated.

The sheet current per unit width is $\mathbf K=-\nabla V/R_s$. Under the window it loses $V/\rho_c$ per unit area, so $\nabla\cdot\mathbf K=-V/\rho_c$. Hence

$$\nabla^2V=\frac{V}{L_T^2}\ \text{(window)},\qquad \nabla^2V=0\ \text{(elsewhere)},\qquad L_T=\sqrt{\rho_c/R_s}.$$

The Kelvin resistance is $R_k=V_{\rm tap}/I$, with $V_{\rm tap}$ read far along the tap.

One average is known without solving anything. All the current leaves through the window, so $\int_{\rm win}V\,dA/\rho_c=I$. Dividing by $A$ gives the mean potential under the window:

$$\langle V\rangle=\frac{I\rho_c}{A}. \tag{1}$$

The product $R_kA$ would therefore equal $\rho_c$ if the tap reported $\langle V\rangle$.

## The counter-example

Take $R_s=100\ \Omega$ per square, $\rho_c=5.0\times10^{-8}\ \Omega\,\mathrm{cm^2}$, $L=1\ \mu\mathrm m$ and $\delta=0.5\ \mu\mathrm m$, so that $W=2\ \mu\mathrm m$. Since $1\ \Omega\,\mathrm{cm^2}=10^8\ \Omega\,\mu\mathrm m^2$, we have $\rho_c=5\ \Omega\,\mu\mathrm m^2$ and

$$L_T=\sqrt{5/100}\ \mu\mathrm m=0.224\ \mu\mathrm m,\qquad \rho_c/A=5.00\ \Omega .$$

Solving the sheet equation on the whole layout, arms included, gives $R_k=16.04\ \Omega$; a second pair of grids gives $16.03\ \Omega$. The excess is $16.04-5.00=11.04\ \Omega$, and $R_kA$ is 3.2 times the true resistivity. The numerical output is printed after the text.

To see where the excess arises, we first find what the tap reads. Let

$$M(y)=\frac1W\int_0^W V(x,y)\,dx$$

be the mean potential of a row. In the tap, both side walls are insulated, so

$$M''=\frac1W\int_0^W\partial_y^2V\,dx=-\frac1W\int_0^W\partial_x^2V\,dx=0 .$$

The net current along the tap is $-WM'/R_s=0$, so $M$ is constant there. Variations of $V$ across the tap die out with distance, and far away $V=M$. The tap thus reports the mean potential across its own mouth, $V_{\rm tap}=M(W)$.

Now consider the strip of overlap between the window's upper edge, $y_2=W-\delta$, and the mouth. Its left end is open to the arm. Let $j(y)=-\partial_xV(0,y)/R_s$ be the inflow per unit length there. The wall at $x=W$ is insulated, so

$$M''=-\frac1W\Big[\partial_xV\Big]_{x=0}^{x=W}=\frac1W\,\partial_xV(0,y)=-\frac{R_s}{W}\,j(y).$$

Integrating down from the mouth, where $M'(W)=0$,

$$M'(y)=\frac{R_s}{W}\int_y^Wj(s)\,ds .$$

This is a statement about current: whatever enters the strip above height $y$ cannot leave through the tap, so it must flow back down across $y$. A second integration, with the order of integration exchanged, gives

$$V_{\rm tap}-M(y_2)=\frac{R_s}{W}\int_{y_2}^{W}(s-y_2)\,j(s)\,ds. \tag{2}$$

It is positive when the arm current flows inward along this stretch. If the inflow were uniform, $j=I/W$, equation (2) would give

$$\frac{V_{\rm tap}-M(y_2)}I=\frac{R_s\delta^2}{2W^2}=\frac{100\times0.25}{2\times4}\ \Omega=3.1\ \Omega .$$

The solution gives $3.63\ \Omega$. The share of the current entering above $y_2$ is 0.268 rather than 0.250. This accounts for a factor 1.07. The remaining factor, about 1.08, is the larger mean distance $s-y_2$: the inflow is weighted towards the upper corner.

The other part of the excess is $[M(y_2)-\langle V\rangle]/I=12.41-5.00=7.41\ \Omega$. The row at $y_2$ runs along the window's edge, but a quarter of its length lies in the overlap in front of the window. There the current is still travelling sideways towards the contact. For uniform inflow the potential falls by $R_sI\delta/W$ across this front strip, or $25\ \Omega$ times $I$. The row mean includes that high ground, while $\langle V\rangle$ does not, and this supplies most of the $7.41\ \Omega$. Most of the rest arises because the potential along the window's upper edge is itself above the window mean. The two parts add to $3.63+7.41=11.04\ \Omega$.

Shrinking the overlap shows how much depends on it. With $L$, $R_s$ and $\rho_c$ fixed, and $W=L+2\delta$ changing with $\delta$, the excess is $11.04$, $5.23$, $2.84$ and $0.27\ \Omega$ for $\delta=0.5$, $0.2$, $0.1$ and $0\ \mu\mathrm m$.

The last value has a different origin. Suppose $\delta=0$ and the tap mouth is closed by an insulating wall. Then a potential depending on $x$ alone satisfies every condition, and its mean along the upper edge equals its mean over the window. The excess would vanish. The remaining $0.27\ \Omega$ therefore comes from opening the mouth, which lets current make a detour through the tap.

## The correct general statement

For the layout and assumptions above, with $\delta>0$:

1. For every $\rho_c$, $\;R_k=\rho_c/A+(V_{\rm tap}-\langle V\rangle)/I$.
2. As $\rho_c\to0$, $R_k$ tends to a positive floor $R_sF_0$, where $F_0$ depends on $\delta/W$. For every $\rho_c>0$, $R_k>R_sF_0$.
3. Hence $R_kA>\rho_c$ is guaranteed whenever $\rho_c\le AR_sF_0$.
4. Let $v_a$ and $v_t$ be the potentials for unit current sent in through the arm and through the tap, and let $\operatorname{cov}$ be their covariance over the window. Then
$$\frac{d}{d\rho_c}\left(R_k-\frac{\rho_c}{A}\right)=\frac{A}{\rho_c^2}\operatorname{cov}(v_a,v_t). \tag{3}$$
If the covariance is not negative between zero and the actual $\rho_c$, the product is an overestimate above the threshold of item 3 as well.

Item 1 is equation (1) inserted into the definition of $R_k$. The others need proof.

**Positivity.** Multiply the sheet equation for $v_a$ by a test function $w$ and integrate by parts. With insulated edges and unit current at the arm's end,

$$\frac1{R_s}\int\nabla v_a\cdot\nabla w\,dA+\frac1{\rho_c}\int_{\rm win}v_aw\,dA=w_{\rm arm}, \tag{4}$$

where $w_{\rm arm}$ is the mean of $w$ over that end. Choose $w=\min(v_a,0)$. The left side becomes a sum of squares, which is not negative, while the right side is not positive. Both are zero, so $v_a$ is nowhere negative. A non-negative solution that touched zero inside the layer would vanish throughout, by the strong maximum principle, and could not carry the injected current. So $v_a>0$, and likewise $v_t>0$.

**The floor.** As $\rho_c\to0$ the window is held at $V=0$. The same argument applies in the remaining bare layer, with test functions that vanish on the window, and gives $V>0$ there. For $\delta>0$ the tap mouth lies in this bare layer, so its mean potential is positive. Only $R_s$ then sets the scale of resistance, and lengths enter through ratios, so $R_k=R_sF_0(\delta/W)$ with $F_0>0$.

**The slope.** Write $g=1/\rho_c$ and differentiate (4) with respect to $g$, for a fixed test function. The injected current is fixed, so the right side gives zero. With $\dot v_a=\partial v_a/\partial g$,

$$\frac1{R_s}\int\nabla\dot v_a\cdot\nabla w\,dA+g\int_{\rm win}\dot v_aw\,dA=-\int_{\rm win}v_aw\,dA .$$

Set $w=v_t$. The counterpart of (4) for $v_t$, tested with $\dot v_a$, says that the left side is the value of $\dot v_a$ at the tap, which is $dR_k/dg$. Since $dg/d\rho_c=-1/\rho_c^2$,

$$\frac{dR_k}{d\rho_c}=\frac1{\rho_c^2}\int_{\rm win}v_av_t\,dA>0. \tag{5}$$

So $R_k$ rises from its floor, which proves item 2. If $\rho_c\le AR_sF_0$, then $R_kA>AR_sF_0\ge\rho_c$, which is item 3.

For item 4, split the mean of the product:

$$\int_{\rm win}v_av_t\,dA=A\left[\langle v_a\rangle\langle v_t\rangle+\operatorname{cov}(v_a,v_t)\right].$$

By (1) with unit current, both means equal $\rho_c/A$. The first term therefore contributes $A(\rho_c/A)^2/\rho_c^2=1/A$ to (5). Moving it to the left gives (3). The excess starts at $R_sF_0>0$, and a non-negative covariance cannot reduce it. This completes the proof.

In the example the floor is $7.31\ \Omega$, or $7.3\times10^{-8}\ \Omega\,\mathrm{cm^2}$ after multiplication by $A$. The true $\rho_c$ lies below this, so item 3 alone guarantees the overestimate. Equation (3) was also tested: it gives $d(R_kA)/d\rho_c=1.1505$, and a finite difference in $\rho_c$ on the same single grid gives $1.1506$. Grid refinement raises the slope by about 0.002, to 1.152.

## The floor for a narrow overlap

When $\delta\ll W$, the floor follows from the region around the corner shared by arm and tap. On the scale of $\delta$, the layer there is a plane with two opposite quadrants removed: the window, held at $V=0$, and the insulated outside. Their corners lie at $(\delta,y_2)$ and $(0,W)$.

Use the complex coordinate $z=(y_2-y)+i(\delta-x)$. Its real part runs down the window's front edge, and its imaginary part is the distance in front of that edge. Map the first quadrant of a variable $\zeta$ onto the layer by

$$\frac{dz}{d\zeta}=B\,\frac{\sqrt{\zeta^4-1}}{\zeta^2},\qquad B>0 .$$

The square root produces the two $270^\circ$ corners, the window's at $\zeta=1$ and the wall's at $\zeta=i$. The positive real axis is the window's edge and the positive imaginary axis is the insulated wall. Large $\zeta$ is the arm, small $\zeta$ the tap.

The function $\operatorname{Im}\zeta$ is harmonic, vanishes on the real axis, and has no normal derivative on the imaginary axis. In the arm $z\simeq B\zeta$, and there the potential must rise as $E\operatorname{Im}z$ with $E=R_sI/W$. Hence $V=EB\operatorname{Im}\zeta$.

The distance between the corners fixes $B$. On the arc $\zeta=e^{i\theta}$ we have $\zeta^4-1=2i\,e^{2i\theta}\sin2\theta$. The phases depending on $\theta$ cancel in $dz$, leaving $|dz|=B\sqrt{2\sin2\theta}\,d\theta$ in a constant direction. Therefore

$$\sqrt2\,\delta=\sqrt2\,B\int_0^{\pi/2}\!\sqrt{\sin2\theta}\,d\theta=\sqrt2\,BS,\qquad S=\int_0^{\pi/2}\!\sqrt{\sin\varphi}\,d\varphi=1.198,$$

where $\varphi=2\theta$ and the symmetry of the sine about $\pi/2$ were used. So $B=\delta/S$.

In the tap, $\zeta\to0$ and the root tends to $i$, so $z\simeq-iB/\zeta$. With $x'=x-\delta$ and $y'=y-y_2$ we have $z=-y'-ix'$, which gives

$$\zeta\simeq\frac{B(x'+iy')}{x'^2+y'^2},\qquad V\simeq EB^2\,\frac{y'}{x'^2+y'^2}.$$

Take a row in the tap with $\delta\ll y'\ll W$. Its integral is $EB^2\int_0^\infty y'\,dx'/(x'^2+y'^2)=\pi EB^2/2$, independent of $y'$, as it must be because $M$ is constant in the tap. Dividing by $W$ and by $I$, we find to leading order

$$R_sF_0\simeq c\,R_s\left(\frac{\delta}{W}\right)^2,\qquad c=\frac{\pi}{2S^2}=1.094. \tag{6}$$

The full layout gives $F_0(W/\delta)^2=1.105$ at $\delta/W=0.10$ and $1.170$ at $0.25$. For the example, (6) gives $100\times1.094/16=6.84\ \Omega$, which is 6% below the computed floor.

## Good contacts and poor contacts

The opposite limit is a poor contact, $L_T\gg W$. The potential under the window is then nearly uniform, and we may write $V\simeq I\rho_c/A+IR_s\phi$. To leading order $\phi$ obeys $\nabla^2\phi=1/A$ under the window and $\nabla^2\phi=0$ elsewhere, with zero mean over the window. Neither this problem nor its boundary conditions contain $\rho_c$. The excess therefore tends to a constant resistance, and its size relative to $\rho_c/A$ falls as $1/\rho_c$.

With the layout and $R_s$ held fixed, the computed values are as follows. Here and in the overlap sweep, the grid leaves an uncertainty of about $0.01\ \Omega$, one unit in the last digit.

| True $\rho_c$ ($\Omega\,\mathrm{cm^2}$) | $R_k$ ($\Omega$) | $R_kA/\rho_c$ |
|---|---|---|
| $10^{-8}$ | 10.65 | 10.65 |
| $5\times10^{-8}$ | 16.04 | 3.21 |
| $10^{-7}$ | 21.50 | 2.15 |
| $10^{-6}$ | 112.15 | 1.12 |

The covariance is positive at all four values. Subtracting $\rho_c/A$ leaves excesses of 9.65, 11.04, 11.50 and $12.15\ \Omega$, which change little while $\rho_c$ grows a hundredfold. The product is thus tolerable for the poorest contact and misleading for the best. Improving the interface from $5\times10^{-8}$ to $10^{-8}\ \Omega\,\mathrm{cm^2}$, a factor of 5, lowers the reading by a factor of only 1.5.

Since $R_k$ rises with $\rho_c$, a measured value can be inverted: compute $R_k(\rho_c)$ for the actual layout and measured $R_s$, and read off $\rho_c$. The price is sensitivity. For small errors,

$$\frac{\delta\rho_c}{\rho_c}=\frac{R_kA/\rho_c}{d(R_kA)/d\rho_c}\,\frac{\delta R_k}{R_k}=\frac{3.21}{1.15}\,\frac{\delta R_k}{R_k}\simeq2.8\,\frac{\delta R_k}{R_k}.$$

A 1% error in $R_k$ becomes about 3% in $\rho_c$.

The sign of the error depends on the layout. Put the tap on the side opposite the arm, with $\delta=0$. The potential then depends on $x$ alone and, with no current leaving at $x=L$,

$$V(x)=\frac{IR_sL_T}{L}\,\frac{\cosh[(L-x)/L_T]}{\sinh(L/L_T)} .$$

The tap reads $V(L)$, the smallest value under the window, which is below $\langle V\rangle$. In that arrangement the product underestimates $\rho_c$. With an overlap on the opposite-tap layout, the sign depends on $\rho_c$ as well. The floor argument again gives an overestimate for small enough $\rho_c$, while for $\delta=0.5\ \mu\mathrm m$ and the example's $\rho_c$ the product is still an underestimate.

## Comparison with a real contact

The parameters are rough values for titanium silicide on heavily doped n-type silicon, with a junction about 100 nm deep; the overlap is a generous layout choice. The model assumes that silicide forms in the window alone. If the whole diffusion were silicided, the overlap would have a different sheet resistance and the numbers would not apply. The model also assumes a centred window. Against a reference of $16.03\ \Omega$ on the same grid, a shift of $0.1\ \mu\mathrm m$ towards the tap gives $14.25\ \Omega$ and a shift away gives $17.99\ \Omega$. These changes of 11–12% in $R_k$ become roughly a third of $\rho_c$ on inversion, by the linear estimate above. If the silicide consumes 30 nm of uniformly doped silicon, $R_s$ under the window rises and $R_k$ becomes $17.06\ \Omega$. A 10% rise of $R_s$ everywhere also gives $17.06\ \Omega$; warming by roughly 50 to 100 K could cause it, depending on the doping and the mobility.

The finite depth $t$ of the layer matters more as contacts improve. For uniform doping the resistivity of the layer is $R_st$. If the vertical current density grows linearly from zero at the junction to $J$ at the surface, it is $Jz/t$ at height $z$ above the junction, and the vertical field there is $R_sJz$. Integrating from $z$ to $t$, the potential at height $z$ exceeds the surface value by $R_sJ(t^2-z^2)/2$. Its mean over the depth is $R_sJt^2/3$, so $R_st^2/3=3.3\times10^{-9}\ \Omega\,\mathrm{cm^2}$ is added to $\rho_c$. That is 7% of the example's $\rho_c$, but 33% of the smallest value in the table, where the thin-layer model is only a guide.

The remaining effects are small here. One square of metal at a rough $0.05\ \Omega$ per square is 0.3% of $R_k$. At 0.1 mA the largest contact voltage is 1.8 mV, against a thermal voltage of 25.9 mV, which supports the linear contact law. The heat released in the body warms the contact by an estimated 1 mK, and a current arm tens of micrometres long adds a few millikelvin.

## Computed results

```
sheet resistance Rs = 100 ohm/sq
true contact resistivity = 5.0e-08 ohm cm2
window side L = 1.00 um, overlap = 0.50 um, W = 2.00 um
transfer length LT = 0.2236 um
true rho_c/A = 5.000 ohm
mean window potential / I = 5.000 ohm
Kelvin resistance Rk = 16.04 ohm
Rk from other grids = 16.03 ohm
excess Rk - rho_c/A = 11.04 ohm
apparent resistivity Rk*A = 1.60e-07 ohm cm2
apparent / true = 3.21
strip part (V_tap - M(y2))/I = 3.63 ohm
row mean M(y2)/I = 12.41 ohm
(M(y2) - <V>)/I = 7.41 ohm
share of current entering above window edge = 0.268
uniform inflow would give share = 0.250
slope d(Rk*A)/d(rho_c), covariance law = 1.1505
slope d(Rk*A)/d(rho_c), difference = 1.1506
floor of Rk for perfect contact = 7.31 ohm
floor of Rk*A = 7.31e-08 ohm cm2
corner integral S = 1.19814
corner constant c = 1.0942
solver F0*(W/delta)^2 at delta/W=0.10: 1.105
solver F0*(W/delta)^2 at delta/W=0.25: 1.170
floor from small-overlap law = 6.84 ohm
true 1e-08 ohm cm2: Rk 10.65 ohm, ratio 10.65
true 5e-08 ohm cm2: Rk 16.04 ohm, ratio 3.21
true 1e-07 ohm cm2: Rk 21.50 ohm, ratio 2.15
true 1e-06 ohm cm2: Rk 112.15 ohm, ratio 1.12
overlap 0.00 um: excess 0.27 ohm
overlap 0.10 um: excess 2.84 ohm
overlap 0.20 um: excess 5.23 ohm
overlap 0.50 um: excess 11.04 ohm
neglected effects (Rk on one coarse grid for comparison):
reference Rk on this grid = 16.03 ohm
30 nm of silicon consumed: Rk = 17.06 ohm
window 0.1 um nearer tap: Rk = 14.25 ohm
window 0.1 um farther from tap: Rk = 17.99 ohm
Rs up 10 percent (about 100 K warmer): Rk = 17.06 ohm
junction depth = 100 nm
layer depth adds to rho_c: 3.3e-09 ohm cm2
one square of metal = 0.05 ohm
test current = 0.10 mA
largest contact voltage = 1.78 mV
thermal voltage at 300 K = 25.9 mV
self-heating = 1.0e-03 K
carrier density = 7.8e+19 cm-3
density / band density of states = 2.8
tunnelling energy E00 = 88 meV
```
